# Why a Second Via Does Not Simply Square the Failure Probability: test program

```python
"""Redundant vias with a common-cause failure term.

Result under test: if a shared event opens all n parallel vias with
probability c = beta*p, and otherwise each via opens independently with
probability q, the group opens with probability
    P_n = c + (1-c)*q**n,   q = (p-c)/(1-c),
where p is the failure probability of one via. Thus p/P_2 < 1/beta.
N is the number of connections on a chip; 1 ppb = 1e-9.
All example parameters are rough round values for copper vias.
"""
from fractions import Fraction as F
from itertools import product
import math
from scipy.integrate import quad


def private_probability(p, beta):
    return (p - beta * p) / (1 - beta * p)


def group_failure(p, beta, n=2):
    c = beta * p
    return c + (1 - c) * private_probability(p, beta) ** n


def shared_from_data(p, pair):
    return (pair - p**2) / (1 - 2 * p + pair)


def chip_yield(site_failure, sites):
    return math.exp(sites * math.log1p(-site_failure))


def state_weight(bits, probability):
    weight = F(1)
    for bit in bits:
        weight *= probability if bit else 1 - probability
    return weight


def enumerate_group(c, q, n):
    """Sum over every state of the causes: one-via and all-via failure."""
    one = every = F(0)
    for bits in product((0, 1), repeat=n + 1):
        shared, private = bits[0], bits[1:]
        weight = state_weight((shared,), c) * state_weight(private, q)
        failed = [shared or x for x in private]
        one += weight * int(failed[0])
        every += weight * int(all(failed))
    return one, every


def enumerate_chip(c, q, pairs, block):
    """Yield when each shared event opens a whole block of pairs."""
    good = F(0)
    blocks = pairs // block
    for shared in product((0, 1), repeat=blocks):
        shared_weight = state_weight(shared, c)
        for private in product((0, 1), repeat=2 * pairs):
            works = True
            for i in range(pairs):
                hit = shared[i // block]
                a = hit or private[2 * i]
                b = hit or private[2 * i + 1]
                if a and b:
                    works = False
                    break
            if works:
                good += shared_weight * state_weight(private, q)
    return good


# Exact tests with large probabilities, where every term matters.
for c, q in ((F(0), F(1, 5)), (F(1, 20), F(1, 7)), (F(1, 3), F(2, 5))):
    for n in range(1, 6):
        p_test, all_fail = enumerate_group(c, q, n)
        beta_test = c / p_test
        assert all_fail == group_failure(p_test, beta_test, n)
        assert all_fail > c
    p_test, pair_test = enumerate_group(c, q, 2)
    beta_test = c / p_test
    rho = (pair_test - p_test**2) / (p_test * (1 - p_test))
    assert rho == beta_test * (1 - p_test) / (1 - beta_test * p_test)
    assert shared_from_data(p_test, pair_test) == c
    if c == 0:
        assert pair_test == p_test**2
    else:
        assert pair_test > p_test**2
        assert p_test / pair_test < 1 / beta_test
    # Added shorts at break-even: sum the three failing site states.
    short = (p_test - pair_test) / (1 - pair_test)
    site = (pair_test * short + pair_test * (1 - short)
            + (1 - pair_test) * short)
    assert site == p_test

# Crossover case: the shared fraction equals the failure probability.
p_test, pair_test = enumerate_group(F(1, 100), F(1, 11), 2)
assert p_test == F(1, 10)
assert pair_test == 2 * p_test**2 / (1 + p_test)

# Chip yield, with independent sites (block 1) and clustered events.
c, q = F(1, 20), F(1, 7)
for block in (1, 2, 3):
    direct = enumerate_chip(c, q, 3 if block != 2 else 4, block)
    pairs = 3 if block != 2 else 4
    formula = ((1 - c) * (1 - q**2) ** block) ** (pairs // block)
    assert direct == formula

# Worked example.
ppb = 1e-9
p = 10 * ppb
N = 10**8
beta = 0.05
c = beta * p
q = private_probability(p, beta)
pair = group_failure(p, beta)
triple = group_failure(p, beta, 3)
private_term = (1 - c) * q**2
rho = (pair - p**2) / (p * (1 - p))
small_p = beta * p + (1 - beta) ** 2 * p**2
assert math.isclose(pair, small_p, rel_tol=1e-12)
assert math.isclose(chip_yield(pair, N), math.exp(-N * pair), rel_tol=1e-9)

target = 0.99
target_pair = -math.expm1(math.log(target) / N)
beta_max = shared_from_data(p, target_pair) / p
assert math.isclose(chip_yield(group_failure(p, beta_max), N), target,
                    rel_tol=1e-10)

# Wafer spread: p = u*mean, with u exponentially distributed.
spread_factor = quad(lambda u: math.exp(-u) * group_failure(u * p, 0) / p**2,
                     0, 60, epsabs=0, epsrel=1e-10)[0]
assert math.isclose(spread_factor, 2, rel_tol=1e-8)
spread_yield = {}
for n in (1, 2):
    spread_yield[n] = quad(
        lambda u: math.exp(-u) * chip_yield(group_failure(u * p, beta, n), N),
        0, 60, epsabs=0, epsrel=1e-10)[0]
    closed = 1 / (1 + N * group_failure(p, beta, n))
    assert math.isclose(spread_yield[n], closed, rel_tol=1e-6)

# Survivor stress: its constant hazard rises by a factor after first failure.
stress = 100
hazard = -math.log1p(-q)
stressed = quad(lambda t: 2 * hazard * math.exp(-2 * hazard * t)
                * -math.expm1(-stress * hazard * (1 - t)),
                0, 1, epsabs=0, epsrel=1e-10)[0]
assert math.isclose(stressed, stress * q**2, rel_tol=1e-5)

short = 0.1 * ppb
with_short = pair + short - pair * short
break_even = (p - pair) / (1 - pair)

print("INPUTS (rough round values)")
print(f"single-via failure probability p = {p/ppb:.1f} ppb")
print(f"connections per chip N = {N:.1e}")
print(f"shared fraction beta = {beta:.3f}")
print("PAIR FAILURE")
print(f"shared-cause probability c = {c/ppb:.4f} ppb")
print(f"private probability q = {q/ppb:.4f} ppb")
print(f"independent estimate p^2 = {p**2/ppb:.3e} ppb")
print(f"private term (1-c)q^2 = {private_term/ppb:.3e} ppb")
print(f"pair failure P2 = {pair/ppb:.7f} ppb")
print(f"P2 divided by p^2 = {pair/p**2:.3e}")
print(f"failure correlation rho = {rho:.5f}")
print(f"independent gain 1/p = {1/p:.3e}")
print(f"actual gain p/P2 = {p/pair:.5f}; ceiling 1/beta = {1/beta:.1f}")
print(f"relative reduction by third via = {(pair-triple)/pair:.3e}")
print("VIA-LIMITED CHIP YIELD")
print(f"single vias: {100*chip_yield(p, N):.2f} %")
loss = -math.expm1(N * math.log1p(-p**2))
print(f"independent pairs: yield loss {100*loss:.2e} %")
print(f"common-cause pairs: {100*chip_yield(pair, N):.2f} %")
print(f"common-cause triples: {100*chip_yield(triple, N):.2f} %")
print(f"expected failed sites, single = {N*p:.3f}; pair = {N*pair:.3f}")
print(f"largest beta for {100*target:.0f} % yield = {beta_max:.5f}")
print("SCAN: beta, P2 (ppb), gain, yield (%)")
for b in (0, p, 1e-4, 0.01, 0.05, 0.2, 1):
    value = group_failure(p, b)
    print(f"{b:.1e}  {value/ppb:.3e}  {p/value:.3e}  "
          f"{100*chip_yield(value, N):.2f}")
print("NEGLECTED EFFECTS")
print(f"wafer spread multiplies mean private term by {spread_factor:.3f}")
print(f"mean yield with spread, single = {100*spread_yield[1]:.2f} %")
print(f"mean yield with spread, pair = {100*spread_yield[2]:.2f} %")
print(f"survivor hazard factor = {stress}")
print(f"private pair term with that stress = {stressed/ppb:.3e} ppb")
for block in (2, 10):
    clustered = math.exp(N / block * math.log1p(-c) + N * math.log1p(-q**2))
    print(f"shared event opens {block} pairs: yield {100*clustered:.2f} %")
print(f"assumed added short probability = {short/ppb:.2f} ppb")
print(f"pair yield with added shorts = {100*chip_yield(with_short, N):.2f} %")
print(f"break-even short probability = {break_even/ppb:.3f} ppb")
print("no test failed")
```

Printed output:

```
INPUTS (rough round values)
single-via failure probability p = 10.0 ppb
connections per chip N = 1.0e+08
shared fraction beta = 0.050
PAIR FAILURE
shared-cause probability c = 0.5000 ppb
private probability q = 9.5000 ppb
independent estimate p^2 = 1.000e-07 ppb
private term (1-c)q^2 = 9.025e-08 ppb
pair failure P2 = 0.5000001 ppb
P2 divided by p^2 = 5.000e+06
failure correlation rho = 0.05000
independent gain 1/p = 1.000e+08
actual gain p/P2 = 20.00000; ceiling 1/beta = 20.0
relative reduction by third via = 1.805e-07
VIA-LIMITED CHIP YIELD
single vias: 36.79 %
independent pairs: yield loss 1.00e-06 %
common-cause pairs: 95.12 %
common-cause triples: 95.12 %
expected failed sites, single = 1.000; pair = 0.050
largest beta for 99 % yield = 0.01005
SCAN: beta, P2 (ppb), gain, yield (%)
0.0e+00  1.000e-07  1.000e+08  100.00
1.0e-08  2.000e-07  5.000e+07  100.00
1.0e-04  1.000e-03  9.999e+03  99.99
1.0e-02  1.000e-01  1.000e+02  99.00
5.0e-02  5.000e-01  2.000e+01  95.12
2.0e-01  2.000e+00  5.000e+00  81.87
1.0e+00  1.000e+01  1.000e+00  36.79
NEGLECTED EFFECTS
wafer spread multiplies mean private term by 2.000
mean yield with spread, single = 50.00 %
mean yield with spread, pair = 95.24 %
survivor hazard factor = 100
private pair term with that stress = 9.025e-06 ppb
shared event opens 2 pairs: yield 97.53 %
shared event opens 10 pairs: yield 99.50 %
assumed added short probability = 0.10 ppb
pair yield with added shorts = 94.18 %
break-even short probability = 9.500 ppb
no test failed
```
